# Hot-electron shot noise in a diffusive silicide wire: the √3/4 Fano factor, part 2

A uniform normal-metal wire occupies \(0<x<L\), with cross-section \(A\), conductivity \(\sigma=1/\rho=e^2\nu D\) and conductance \(G=\sigma A/L\). Here \(\nu\) is the density of states per volume and energy, both spins included, and \(D\) the diffusion constant. A voltage \(V>0\) lies between reservoirs at temperature \(T_0\), and \(I=GV\). We write \(u=x/L\), \(e>0\) for the elementary charge and \(k\) for Boltzmann's constant. The total energy \(\varepsilon\) is measured from midway between the reservoir chemical potentials, \(+eV/2\) on the left and \(-eV/2\) on the right. The occupation is \(f(\varepsilon,x)\), \(S\) is the one-sided low-frequency current noise, and \(F=S/(2eI)\).

**Theorem (to be proved).** Assume:

1. Impurity scattering is elastic and isotropic, with mean free path \(\ell\ll L\).
2. Electron-electron collisions exchange energy fast compared with the diffusion time \(L^2/D\), but are rare compared with impurity scattering and do not relax the total current.
3. Electrons lose negligible heat to phonons inside the wire.
4. The reservoirs are cold, \(kT_0\ll eV\).
5. The wire is a normal metal, localization is negligible, and the contacts have negligible resistance.

Then, to leading order,

\[
S=\frac{\sqrt3}{2}\,eGV,\qquad F=\frac{\sqrt3}{4}\approx0.4330 .
\]

**Lemma 2.** At fixed voltage,

\[
S=\frac{4G}{L}\int_0^Ldx\int d\varepsilon\,f(1-f).
\]

For a Fermi function at temperature \(T\), \(\int f(1-f)\,d\varepsilon=kT\). Without electron collisions, cold reservoirs give \(f=1-u\) for \(|\varepsilon|<eV/2\), and \(F=1/3\).

The steady-state kinetic equation is

\[
D\frac{\partial^2f}{\partial x^2}+C[f]=0 ,
\]

where, with \(g=1-f\), the collision term for two electrons exchanging an energy \(\omega\) is

\[
C[f](\varepsilon)=\int d\omega\,K(\omega)\int d\varepsilon'\,B(\varepsilon,\varepsilon',\omega),
\]
\[
B=f(\varepsilon+\omega)f(\varepsilon')g(\varepsilon)g(\varepsilon'+\omega)
-f(\varepsilon)f(\varepsilon'+\omega)g(\varepsilon+\omega)g(\varepsilon').
\]

**Lemma 3(a).** \(\int C\,d\varepsilon=0\) and \(\int\varepsilon\,C\,d\varepsilon=0\).

By Lemma 3(b), strong collisions make \(f\), to leading order, a Fermi function with local \(T(x)\) and \(\mu(x)\).

### Symbols and results carried over

The wire has length \(L\), conductance \(G\), diffusion constant \(D\) and conductivity \(\sigma=1/\rho\). The position is \(u=x/L\), the voltage is \(V\), and the reservoirs have temperature \(T_0\). The zero of the total energy \(\varepsilon\) is midway between the reservoir chemical potentials \(\pm eV/2\). The Fano factor is \(F=S/(2eI)\), with one-sided noise \(S\). Part I gave

\[
S=4G\int_0^1du\int d\varepsilon\,f(1-f),\qquad D\frac{\partial^2f}{\partial x^2}+C[f]=0 .
\]

The collision term \(C\) conserves electron number and energy. When it is strong, \(f\) is a local Fermi function, for which \(\int f(1-f)d\varepsilon=kT\). Without it, cold reservoirs give \(F=1/3\).

### Lemma 4: the electron temperature

**Lemma 4.** For strong electron collisions without phonon cooling,

\[
T^2(u)=T_0^2+v^2u(1-u),\qquad v=\frac{V}{\sqrt{L_0}},\qquad
L_0=\frac{\pi^2}{3}\frac{k^2}{e^2}.
\]

**Proof.** Let \(\Theta(-\varepsilon)\) be one for \(\varepsilon<0\) and zero otherwise. Subtracting it from \(f\) makes the energy integrals finite and does not alter derivatives with respect to \(x\). Define

\[
M_0=\int(f-\Theta)\,d\varepsilon,\qquad M_1=\int\varepsilon\,(f-\Theta)\,d\varepsilon .
\]

Integrate the kinetic equation over energy, first with weight one and then with weight \(\varepsilon\). The collision term drops out, so \(M_0''=M_1''=0\). Both moments are linear in \(u\).

For a Fermi function, integration by parts gives \(M_0=\int\varepsilon(-f')\,d\varepsilon=\mu\), since \(-f'\) is symmetric about \(\mu\) and has unit area. The prime on \(f\) denotes the energy derivative. The step at \(\varepsilon=0\) contributes nothing because it is multiplied by \(\varepsilon=0\). In the same way,

\[
M_1=\int\frac{\varepsilon^2}{2}(-f')\,d\varepsilon
=\frac{\mu^2}{2}+\frac{(kT)^2}{2}\int_{-\infty}^{\infty}\frac{z^2e^z}{(e^z+1)^2}\,dz .
\]

The last integral is even in \(z\). Expanding its denominator for \(z>0\) gives

\[
2\sum_{n=1}^{\infty}(-1)^{n+1}n\int_0^\infty z^2e^{-nz}dz
=4\sum_{n=1}^{\infty}\frac{(-1)^{n+1}}{n^2}=\frac{\pi^2}{3}.
\]

Therefore \(M_1=\mu^2/2+\pi^2(kT)^2/6\).

The linear function \(M_0=\mu\) that joins the reservoir values is \(\mu=eV(\tfrac12-u)\). The moment \(M_1\) has the same value at both ends and is therefore constant:

\[
\frac{e^2V^2}{2}\Big(\frac12-u\Big)^2+\frac{\pi^2k^2T^2}{6}
=\frac{e^2V^2}{8}+\frac{\pi^2k^2T_0^2}{6}.
\]

Since \(\tfrac14-(\tfrac12-u)^2=u(1-u)\), it follows that

\[
T^2=T_0^2+\frac{3e^2V^2}{\pi^2k^2}u(1-u).
\]

The coefficient is \(V^2/L_0=v^2\). \(\square\)

The same profile follows from Joule heating. With thermal conductivity \(L_0\sigma T\), which is the Wiedemann-Franz law, heat balance reads

\[
\frac{d}{dx}\Big(L_0\sigma T\frac{dT}{dx}\Big)=-\sigma\frac{V^2}{L^2},
\qquad\text{or}\qquad \frac{d^2T^2}{du^2}=-2v^2 .
\]

Heat leaves through the ends, carried by the electrons. For \(T_0\to0\) the hottest point is the middle, where

\[
kT_{\max}=\frac{kv}{2}=\frac{\sqrt3}{2\pi}eV\approx0.2757\,eV .
\]

### Proof of the theorem

Lemma 2 and the Fermi form of \(f\) give \(S=4Gk\langle T\rangle\), where \(\langle T\rangle=\int_0^1T\,du\). Put \(t_0=T_0/v\), \(s=u-\tfrac12\) and \(b^2=\tfrac14+t_0^2\). Then

\[
\frac{\langle T\rangle}{v}=\int_{-1/2}^{1/2}\sqrt{b^2-s^2}\,ds
=\frac12\Big[s\sqrt{b^2-s^2}+b^2\arcsin\frac sb\Big]_{-1/2}^{1/2}.
\]

At the limits the square root is \(t_0\). The angle whose sine is \(1/(2b)\) has cosine \(t_0/b\), hence tangent \(1/(2t_0)\). This gives

\[
\frac{\langle T\rangle}{v}=\frac{t_0}{2}+\Big(\frac14+t_0^2\Big)\arctan\frac{1}{2t_0}.
\]

For \(t_0\to0\) the arctangent tends to \(\pi/2\), and \(\langle T\rangle=\pi v/8\). Since \(kv=\sqrt3\,eV/\pi\),

\[
S=4G\cdot\frac{\pi}{8}\cdot\frac{\sqrt3}{\pi}eV=\frac{\sqrt3}{2}eGV .
\]

Division by \(2eI=2eGV\) gives \(F=\sqrt3/4\). \(\square\)

**Why the noise rises.** For cold reservoirs, \(\int f(1-f)d\varepsilon\) is \(eV\,u(1-u)\) without collisions and \((\sqrt3/\pi)\,eV\sqrt{u(1-u)}\) with strong collisions. Their ratio is \((\sqrt3/\pi)/\sqrt{u(1-u)}\), which is at least \(2\sqrt3/\pi\approx1.10\) because \(u(1-u)\le1/4\). Thermalization thus raises the source at every interior point, by the largest factor near the ends, where both sources are small. Averaged over the wire, the increase is 30 percent.

**Warm reservoirs.** For small \(t_0\), use \(\arctan[1/(2t_0)]=\pi/2-2t_0+O(t_0^3)\). The terms linear in \(t_0\) cancel, and

\[
\frac{\langle T\rangle}{v}=\frac{\pi}{8}+\frac{\pi}{2}t_0^2+O(t_0^3).
\]

The relative correction to \(F\) is \(4t_0^2\). In the opposite limit \(\langle T\rangle\to T_0\), and \(S\to4kT_0G\).

### How strong must the collisions be?

Within assumption 2 the limit does not depend on \(K(\omega)\), but the approach to it does. In a wire narrower than \(\sqrt{\hbar D/\omega}\), the charge motion responsible for an exchange \(\omega\) is one-dimensional. The screened interaction at wave number \(q\) is the inverse of the diffusive density response, with squared magnitude proportional to \((D^2q^4+\omega^2/\hbar^2)/(D^2q^4)\). Each of the two electrons contributes the spectral factor \(Dq^2/(D^2q^4+\omega^2/\hbar^2)\). The product, summed over \(q\), gives

\[
K(\omega)\propto\int\frac{dq}{D^2q^4+\omega^2/\hbar^2}\propto|\omega|^{-3/2}.
\]

The last step follows from measuring \(q\) in units of \(\sqrt{\omega/(\hbar D)}\). Write \(K=\kappa|\omega|^{-3/2}\). With energies in units of \(eV\) and lengths in units of \(L\), the kinetic equation for cold reservoirs contains one parameter,

\[
\gamma=\kappa\sqrt{eV}\,\frac{L^2}{D},
\]

the collision rate at energy \(eV\) times the diffusion time.

I solved this equation by Newton's method, with 39 interior positions and 60 energy cells of width \(h=0.1\,eV\) covering \(\pm3\,eV\). No temperature was prescribed. The Fano factor is 0.333 at \(\gamma=0\), 0.397 at \(\gamma=10\) and 0.431 at \(\gamma=10^5\). The last digit depends on the cell width: cells four times narrower raise the value at \(\gamma=10\) to 0.399. At \(\gamma=10^5\) the occupation in the middle of the wire differs from the Fermi function of Lemma 4 by less than 0.0004.

The remaining deficit at \(\gamma=10^5\) is mainly due to the energy cells. A midpoint sum of \(\varepsilon f\) over a smooth Fermi function exceeds the integral by \(h^2/24\), because the slope of \(\varepsilon f\) is one at the lower edge of the window and zero at the upper. For the stepped reservoir distributions the sum is exact. Energy conservation then lowers \((kT)^2\) by \(h^2/(4\pi^2)\) everywhere. As \(\int_0^1du/\sqrt{u(1-u)}=\pi\), the first-order change of the Fano factor is

\[
\delta F=-\frac{2}{eV}\cdot\frac{h^2}{8\pi^2}\cdot\frac{\pi^2}{\sqrt3\,eV}
=-\frac{1}{4\sqrt3}\Big(\frac{h}{eV}\Big)^2\approx-0.0014 .
\]

This moves 0.4330 to 0.4316, close to the computed 0.4314.

Cold ends thermalize last. There \(T\) is proportional to \(\sqrt u\), so the collision rate scales as \(\gamma\sqrt T\propto\gamma u^{1/4}\), while diffusion across the distance \(u\) has the rate \(1/u^2\). Equality gives a layer of thickness \(u\sim\gamma^{-4/9}\), which shrinks as \(\gamma\) grows.

### Example: a long nickel monosilicide wire

Take NiSi with \(L=50\) µm, width 50 nm and thickness 20 nm. Rough typical material values are a resistivity of 20 µΩ cm, a density of states of \(4\times10^{22}\) eV⁻¹ cm⁻³ and an electron-phonon constant \(\Sigma=2\) nW µm⁻³ K⁻⁵. The voltage is 0.05 mV and the reservoirs are at 10 mK. The wire is assumed to remain normal.

The resistance and current are

\[
R=\frac{(2\times10^{-7}\,\Omega\,\mathrm m)(5\times10^{-5}\,\mathrm m)}{10^{-15}\,\mathrm m^2}
=10\ \mathrm{k\Omega},\qquad I=\frac{0.05\ \mathrm{mV}}{10\ \mathrm{k\Omega}}=5\ \mathrm{nA}.
\]

From \(D=1/(e^2\nu\rho)\) one obtains 7.8 cm²/s, and \(L^2/D=3.2\) µs. With \(L_0=2.443\times10^{-8}\) V²/K², \(v=320\) mK. In the ideal limit the peak electron temperature is \(v/2=160\) mK, and the mean is \(\pi v/8=126\) mK. The ideal noise is

\[
S=2eI\,\frac{\sqrt3}{4}=6.9\times10^{-28}\ \mathrm{A^2/Hz},
\]

or 26 fA/√Hz in amplitude.

**Finite bath temperature.** Here \(t_0=10/320=0.031\), and the closed formula raises \(F\) by 0.4 percent, to 0.435. This holds for complete thermalization. With the finite collision strength estimated below, the kinetic equation gives a larger shift, about 0.8 percent.

**Phonon cooling.** The usual model for electrons and phonons in a metal removes the power density \(\Sigma(T^5-T_0^5)\), with the phonons at \(T_0\). With \(t=T/v\), heat balance becomes

\[
\frac{d^2t^2}{du^2}=-2+2c\,(t^5-t_0^5),\qquad
c=\frac{\Sigma\rho L^2v^3}{L_0}\approx1.3 .
\]

At the ideal peak, \(t=1/2\), cooling removes about \(c/32=4\) percent of the Joule heat. Numerical solution of this boundary-value problem gives \(F=0.429\), which is 1.3 percent below the value with the bath temperature alone. The \(T^5\) law is a model here: the mean free path, a few nanometres for a typical Fermi velocity, is far shorter than the thermal phonon wavelength at these temperatures, and in that disordered regime the power of \(T\) can differ from five. The shift is therefore an estimate.

**Incomplete thermalization.** The constant \(\kappa\) can be estimated from the resistance of a segment of length \(L_V=\sqrt{\hbar D/(eV)}=101\) nm, over which an electron diffuses in the time \(\hbar/(eV)\). This length exceeds the width, as the one-dimensional kernel requires. To order of magnitude,

\[
\kappa\sqrt{eV}\sim\frac{eV}{\hbar}\,\frac{e^2}{h_P}\,\frac{\rho L_V}{A}
\approx6\times10^7\ \mathrm{s^{-1}},
\]

with Planck's constant \(h_P\) and cross-section \(A\). Multiplication by 3.2 µs gives \(\gamma\approx190\). The kinetic solution has \(F=0.421\), 2.8 percent below \(\sqrt3/4\); part of this comes from the energy cells, since cells four times narrower give \(F=0.423\), 2.4 percent below. If the true rate is three times smaller, \(F=0.414\), or 0.416 with the narrower cells.

**Localization.** Thermal voltage noise in a segment of length \(L_\varphi\) randomizes the electron phase at a rate of order \(e^2k\langle T\rangle\rho L_\varphi/(A\hbar^2)\). Equating this to \(D/L_\varphi^2\) gives \(L_\varphi\approx1\) µm. The interference correction to \(G\) is of order \((2e^2/h_P)\rho L_\varphi/A\approx1.5\) percent. Classical diffusion is thus a fair description, although the total resistance is comparable with \(h_P/(2e^2)\approx13\) kΩ.

If the three small shifts of \(F\) are added, the estimate for this wire is about 0.42, still well above 0.356, the value for the same wire and bath temperature without electron collisions.

### Real silicide lines and the limits of the result

The example has a length, voltage and temperature far from those of a transistor contact, where silicide regions are typically much shorter and operate near room temperature. Near room temperature the cold-reservoir condition \(kT_0\ll eV\) would need a voltage far above 26 mV along the silicide. At 300 K, with the resistance and voltage of the example held fixed, \(eV/k=0.58\) K and \(S/(2eI)\approx2kT_0/(eV)\approx1000\). This is thermal noise, and \(\sqrt3/4\) cannot be read from it. Contact resistance, also neglected here, adds its own noise.

The three conditions compete. At fixed material, cross-section and bath temperature, cooling grows as \(c\propto L^2V^3\), collision strength as \(\gamma\propto L^2V^{1/2}\) (while \(L_V\) exceeds the width, below about 0.2 mV in the example), and the thermal correction, for complete thermalization, as \(t_0^2\propto V^{-2}\). Lengthening the wire improves thermalization but strengthens phonon cooling. Lowering the voltage suppresses cooling strongly and weakens thermalization slowly, until the bath temperature becomes important. When phonon cooling dominates, Joule heat is balanced locally, \(T^5\approx T_0^5+V^2/(\rho L^2\Sigma)\), except in end layers. For a cold bath \(t^2\sim c^{-2/5}\) while \(d^2t^2/du^2\) is of order one, so these layers have a thickness \(u\sim c^{-1/5}\), and the local balance covers most of the wire when \(c^{1/5}\gg1\). With a cold bath, cooling lowers \(F\) below \(\sqrt3/4\); ten times the voltage of the example gives \(c\approx1300\) and \(F=0.22\), with somewhat less than half of the wire within 5 percent of the local temperature. The temperature approaches \(T_0\), and \(S\) approaches \(4kT_0G\), under the stronger condition \(c\,t_0^5\gg1\), which a much longer wire reaches at fixed voltage; the example has \(c\,t_0^5=4\times10^{-8}\), and the value one would need a length of about 0.25 m. Raising the voltage at fixed length instead raises \(T\), as \(V^{2/5}\) away from the ends once \(c^{1/5}\gg1\) and \(T\gg T_0\). When electron collisions are too weak, \(F\) returns toward 1/3 for cold reservoirs, with a thermal correction \(\tfrac43kT_0/(eV)\) that is linear in \(T_0\).
